# Johnson noise at 100 GHz: the quantum correction with zero-point fluctuations

## The problem

A narrow copper interconnect has resistance \(R\). It carries no current and is in equilibrium at \(T=300\) K. Let \(S(f)\) be the spectrum of its open-circuit noise voltage, with these conventions:

- \(S\) is one-sided: the voltage variance in a frequency band is the integral of \(S\) over the positive frequencies of that band.
- \(S\) is symmetrised: it belongs to the correlation \(\tfrac12\langle V(t)V(0)+V(0)V(t)\rangle\), and so includes zero-point fluctuations.

The classical result is \(S=4kTR\). By what fraction, and with what sign, does the quantum spectrum differ from it at \(f=100\) GHz? Take \(R\) as independent of frequency at first.

## A tempting solution

Let \(x=hf/kT\). Classically an oscillator of frequency \(f\) has mean energy \(kT\). In quantum theory its thermal energy is \(hf/(e^x-1)\). Zero-point energy does not depend on temperature, so it seems to have no place in thermal noise. Replacing \(kT\) by the thermal energy gives

\[
\frac{S}{4kTR}\overset{?}{=}\frac{x}{e^x-1}
=\frac{1}{1+\frac{x}{2}+\frac{x^2}{6}+\dots}
=1-\Big(\frac x2+\frac{x^2}{6}\Big)+\Big(\frac x2\Big)^2+\dots
=1-\frac x2+\frac{x^2}{12}+\dots
\]

At 100 GHz, \(hf=0.4136\) meV, while \(kT=25.852\) meV at 300 K. Hence \(x=0.0160\), and the noise appears to lie 0.80 % below \(4kTR\).

## Where it fails

The expansion is correct; its starting point is not. A constant energy drops out of energy differences, but the zero-point energy \(hf/2\) is also the energy of real fluctuations: an oscillator in its ground state has a nonzero variance of charge or position. The symmetrised spectrum contains that variance. Relative to \(kT\), the omitted term is

\[
\frac{hf/2}{kT}=\frac x2=0.80\ \%,
\]

which is as large as the supposed deviation and of opposite sign. The correction must therefore be worked out with both parts present.

## The right solution

**Energy of an oscillator.** The levels are \((n+\tfrac12)hf\), with Boltzmann weights proportional to \(r^n\), where \(r=e^{-x}\). Since \(\sum r^n=1/(1-r)\) and \(\sum nr^n=r/(1-r)^2\), the mean of \(n\) is \(r/(1-r)=1/(e^x-1)\). The mean energy is

\[
E(f)=hf\Big[\frac12+\frac1{e^x-1}\Big]
=\frac{hf}{2}\,\frac{e^x+1}{e^x-1}
=\frac{hf}{2}\coth\frac x2 .
\]

**From energy to voltage noise.** Close the resistor through an inductor \(L\) and a capacitor \(C\) in series. With \(\omega=2\pi f\), the noise voltage drives a current \(V/Z\) and hence a charge of magnitude \(|V|/(\omega|Z|)\). The circuit is linear, so

\[
\langle q^2\rangle=\int_0^\infty\frac{S(f)\,df}{\omega^2|Z|^2},
\qquad
\omega^2|Z|^2=\omega^2R^2+\Big(\omega^2L-\frac1C\Big)^2 .
\]

Set \(\omega_0=1/\sqrt{LC}\), \(u=\omega/\omega_0\) and \(Q=1/(\omega_0RC)\). Then \(\omega^2L=u^2/C\) and \(\omega R=u/(QC)\), so for a constant spectrum the integral needed is

\[
\int_0^\infty\frac{df}{\omega^2|Z|^2}
=\frac{C^2\omega_0}{2\pi}J,\qquad
J=\int_0^\infty\frac{du}{(u^2-1)^2+u^2/Q^2}.
\]

Taking \(u^2\) out of the denominator gives

\[
J=\int_0^\infty\frac{du/u^2}{(u-1/u)^2+1/Q^2}
=\int_0^\infty\frac{du}{(u-1/u)^2+1/Q^2},
\]

where the second form follows from replacing \(u\) by \(1/u\). Average the two forms and put \(w=u-1/u\), so that \(dw=(1+1/u^2)\,du\):

\[
J=\frac12\int_{-\infty}^{\infty}\frac{dw}{w^2+1/Q^2}=\frac{\pi Q}{2}.
\]

The integral is therefore \(C^2\omega_0Q/4=C/(4R)\).

Now keep \(R\) and \(\omega_0\) fixed while raising \(L\) and lowering \(C\). This makes \(Q\) large, and the integral is dominated by a narrow peak at \(f_0=\omega_0/2\pi\), across which \(S\) is nearly constant. Thus \(\langle q^2\rangle\to S(f_0)\,C/(4R)\).

In the same limit the circuit is a weakly damped oscillator in equilibrium, with mean energy \(E(f_0)\). This assumes that the resistor's noise is cut off at some fixed high frequency. Without a cutoff, zero-point noise would give the inductor an energy that diverges logarithmically; with one, this extra energy vanishes as \(Q\) grows. Half of this energy is in the capacitor, as for any harmonic oscillator in a stationary state, so \(\langle q^2\rangle/(2C)=E/2\), or \(\langle q^2\rangle=CE\). Equating the two expressions, and noting that \(f_0\) is arbitrary,

\[
S(f)=4R\,E(f)=2Rhf\coth\frac{hf}{2kT}.
\]

This limit was tested numerically at \(hf_0/kT=2\), where the zero-point part is large. The charge variance found by integrating the full spectrum differed from the value set by the oscillator energy by 0.49 %, 0.05 % and 0.005 % for \(Q=10\), 100 and 1000. The mismatch falls as the damping does.

**Expansion.** Dividing by \(4kTR\) and using the series already found,

\[
\frac{S}{4kTR}=\frac x2+\frac{x}{e^x-1}
=\frac x2+\Big(1-\frac x2+\frac{x^2}{12}+\dots\Big)
=1+\frac{x^2}{12}+\dots
\]

The linear terms cancel. The ratio equals \((x/2)\coth(x/2)\), which is unchanged when \(x\) changes sign, so no odd power can appear.

**How good is the first term?** Put \(y=x/2\). The deviation is

\[
\delta=y\coth y-1=\frac{y\cosh y-\sinh y}{\sinh y}.
\]

In the numerator, the coefficient of \(y^{2k+1}\) is

\[
\frac1{(2k)!}-\frac1{(2k+1)!}=\frac{2k}{(2k+1)!},\qquad k\ge1 .
\]

For comparison, \((y^2/3)\sinh y\) has the coefficient

\[
\frac1{3(2k-1)!}=\frac{2k}{(2k+1)!}\cdot\frac{2k+1}{3}.
\]

This is equal to the numerator's coefficient for \(k=1\) and larger for \(k\ge2\). Hence \(\delta<y^2/3\) for \(y>0\).

Next take \((y^2/3-y^4/45)\sinh y\). Its coefficient is \(2k/(2k+1)!\) times

\[
(2k+1)\Big[\frac13-\frac{(2k-1)(2k-2)}{45}\Big].
\]

This factor is 1 for \(k=1\) and \(k=2\). For \(k\ge3\) it is negative, because \((2k-1)(2k-2)\ge20>15\). Hence \(\delta>y^2/3-y^4/45\). In terms of \(x\), for every \(x>0\),

\[
\frac{x^2}{12}-\frac{x^4}{720}<\delta<\frac{x^2}{12}.
\]

**The number.** With \(x=0.015997\),

\[
\delta\simeq\frac{(0.015997)^2}{12}=2.133\times10^{-5}=0.00213\ \%.
\]

The error of this leading term is less than \(9.1\times10^{-9}\) % of \(4kTR\). The quantum noise lies about 0.002 % above the classical value. A direct sum over the oscillator levels also gives 0.002133 %.

## Other frequencies and temperatures

While \(x\) is small, \(\delta\) grows as \(f^2/T^2\). At 300 K it is 0.213 % at 1 THz and reaches 1 % at 2.17 THz. At 100 GHz, cooling to 77 K raises it to 0.032 %, and cooling to 4 K raises it to 11.7 %. In this last case \(x=1.2\), and the leading term alone would give 12.0 %. For \(x\gg1\) the expansion is of no use: there \(\coth(x/2)\to1\), and \(S\to2Rhf\) is zero-point noise, independent of temperature.

## What the tempting formula does describe

Connect the resistor to an equal resistor at zero temperature. Each source drives a current through \(2R\), so it delivers to the other resistor a power per unit bandwidth

\[
\frac{S}{(2R)^2}R=\frac{S}{4R}=E .
\]

The cold resistor sends back its own zero-point part, \(hf/2\). The net power per unit bandwidth is therefore

\[
hf\Big[\frac12+\frac1{e^x-1}\Big]-\frac{hf}{2}=\frac{hf}{e^x-1}.
\]

This lies 0.798 % below \(kT\) at 100 GHz and 300 K. The first solution thus answers a different question, about the net power received by a matched cold absorber. A stated deviation has a meaning once the measured quantity is specified.

## A copper line

Consider a line 20 nm wide, 40 nm high and 1 µm long, with a resistivity of 6 µΩ cm. This is a rough typical value for narrow copper, well above that of the bulk metal. Then

\[
R=\frac{(6\times10^{-8}\ \Omega\,\mathrm m)(10^{-6}\ \mathrm m)}{(20\times10^{-9}\ \mathrm m)(40\times10^{-9}\ \mathrm m)}=75\ \Omega .
\]

The classical density \(4kTR\) is \(1.24\times10^{-18}\) V²/Hz, or 1.1 nV/√Hz. In a 1 GHz band this gives 35 µV rms. The quantum excess is \(2.65\times10^{-23}\) V²/Hz.

A real line also has capacitance and inductance. Suppose that it consists of elements with resistances \(r_m\), all at temperature \(T\), each with an independent noise source \(4r_mE\). Let a unit current injected at the terminal produce a current \(i_m\) in element \(m\). By reciprocity, a unit voltage source in that element produces an open-circuit terminal voltage of magnitude \(|i_m|\). The total noise is

\[
S=4E\sum_m r_m|i_m|^2=4E\,\mathrm{Re}\,Z(f),
\]

because the power dissipated in the elements equals the power supplied at the terminal. The quantum factor is unchanged, but \(R\) must be read as \(\mathrm{Re}\,Z(f)\).

For a uniform line grounded at its far end, let \(z=R+i\omega L\) be the total series impedance, where \(L\) and \(C\) now belong to the line. With \(\xi\) running from 0 to 1 along it, \(dV/d\xi=-zI\) and \(dI/d\xi=-i\omega CV\). The solution vanishing at the far end is \(V\propto\sinh[s(1-\xi)]\) with \(s^2=i\omega Cz\), so

\[
Z=z\,\frac{\tanh s}{s}=z\Big(1-\frac{s^2}{3}+\frac{2s^4}{15}-\dots\Big).
\]

These equations take the dielectric as lossless. To second order in \(\omega\), the real part then gives

\[
\frac{\mathrm{Re}\,Z}{R}-1\simeq\frac23\omega^2LC-\frac2{15}(\omega RC)^2 .
\]

Rough values are \(C=0.2\) fF and a magnetic inductance of 1 pH. Electron inertia adds about 0.52 pH in the Drude model with the free-electron mass. The full expression then gives a shift of +0.007 % of \(R\), about three times the quantum deviation. The magnetic value supposes a distant return path for the current and is on the high side: the partial self-inductance of the bar alone is about 0.8 pH, and on a uniform line whose charge and current return on the same conductor, 0.2 fF in a dielectric of relative permittivity 2.5 to 3.9 goes with only 0.14 to 0.22 pH. With a return conductor close by it would be roughly 0.2 to 0.5 pH, depending on the layout, and the shift 0.003 to 0.004 %, still comparable to the quantum deviation. A lossy dielectric adds a term of first order in \(\omega\), about \(-\omega RC\tan\delta_d/3\) for a loss tangent \(\tan\delta_d\); a loss tangent of 0.005 lowers the shift by 0.0016 %, again comparable to the quantum deviation. Comparing the noise with the dc value \(4kTR\) would therefore mix these effects. The skin effect is far smaller: the skin depth is 390 nm, and a round wire of equal area has a radius of 16 nm.

Temperature matters more. At fixed \(R\), a 1 K rise increases the noise by 0.33 %, and an error of 6.4 mK equals the whole quantum deviation. If the resistance also rises by 0.2 % per kelvin, the increase is 0.53 %. That coefficient is on the high side for this line. Surfaces and grain boundaries supply most of its resistivity, and their part depends little on temperature. Bulk copper's slope of about 0.0068 µΩ cm per kelvin, divided by 6 µΩ cm, gives only 0.11 % per kelvin, and the noise then increases by about 0.45 %. A working interconnect carries current, which breaks the assumption of equilibrium, and self-heating of 1 K would already change the noise by about 200 times the quantum correction. For this line without current, at 300 K and 100 GHz, \(4k T\,\mathrm{Re}\,Z\) is thus an adequate noise formula unless the temperature and impedance are known to better than about two parts in \(10^5\).

## Calculated quantities

```
Frequency: 100 GHz
Temperature: 300 K
Photon energy hf: 0.4136 meV
Thermal energy kT: 25.852 meV
x = hf/kT: 0.015997 (no unit)
Zero-point term +x/2: 0.79987 %
Leading deviation x^2/12: 0.002133 %
Remainder bound x^4/720: 9.10e-09 %
Deviation from level sum: 0.002133 %
Deviation without zero-point: -0.7977 %
At 10 GHz, 300 K: x = 0.00160, deviation = 2.13e-05 %
At 1000 GHz, 300 K: x = 0.15997, deviation = 0.213 %
At 100 GHz, 77 K: x = 0.06233, deviation = 0.0324 %
At 100 GHz, 4 K: x = 1.19981, deviation = 11.7 %
Deviation reaches 1 % at 300 K at: 2.168 THz
RLC test done at x = 2.0 (no unit)
RLC energy mismatch, quality factor 10: 0.49 %
RLC energy mismatch, quality factor 100: 0.05 %
RLC energy mismatch, quality factor 1000: 0.005 %
Line width: 20 nm
Line height: 40 nm
Line length: 1 um
Resistivity (rough): 6 uOhm cm
Capacitance (rough): 0.2 fF/um
Magnetic inductance (rough): 1 pH/um
Electron density (rough): 8.5e+22 cm^-3
R temp. coefficient (rough): 0.2 %/K
Line resistance: 75.0 Ohm
Classical density 4kTR: 1.2426e-18 V^2/Hz
Its square root: 1.115 nV/sqrt(Hz)
Quantum excess density: 2.650e-23 V^2/Hz
Bandwidth: 1 GHz
Classical rms noise in band: 35.25 uV
Drude relaxation time: 6.96 fs
Kinetic inductance of line: 0.522 pH
Reactive shift of Re Z from R: 0.00683 %
Skin depth: 390 nm
Equal-area wire radius: 16.0 nm
Skin-effect shift of R: 5.85e-06 %
Noise change for +1 K, fixed R: 0.333 %
Noise change for +1 K, copper R(T): 0.534 %
T error equal to deviation, fixed R: 6.40 mK
```
